# Rosenfeld rotatory strength: derivation, sum over states and choice of origin: a numerical check

```python
"""Rotatory strength of an electronic transition 0 -> n (Hartree atomic units).

Result under test:
  R = Im(mu_0n . m_n0), mu = -sum r, m = -L/2, L = sum r x p
  velocity form: R = Re(P_0n . L_n0)/(2 omega), P = sum p, omega = E_n - E_0
  * left/right circular absorption, orientation averaged: g = 4 R/(c D),
    with D = |mu_0n|^2
  * the sum of R over all n is zero
  * the velocity form does not depend on the origin, even in a poor basis
Models: one electron in a helix of Gaussian wells inside a harmonic trap, and
two distinguishable electrons in coupled, mutually twisted harmonic sites.
"""
import itertools
import numpy as np
from scipy import constants as const

C_LIGHT = 1.0 / const.fine_structure


def oscillator_tables(max_quanta, frequency, points=50):
    """Nodes, weights, oscillator functions and their derivatives in 1D."""
    t, g = np.polynomial.hermite.hermgauss(points)
    x = t / np.sqrt(frequency)
    weight = g * np.exp(t**2) / np.sqrt(frequency)
    phi = np.zeros((max_quanta + 2, points))
    phi[0] = (frequency / np.pi) ** 0.25 * np.exp(-t**2 / 2)
    phi[1] = np.sqrt(2.0) * t * phi[0]
    for n in range(1, max_quanta + 1):
        phi[n + 1] = (np.sqrt(2 / (n + 1)) * t * phi[n]
                      - np.sqrt(n / (n + 1)) * phi[n - 1])
    dphi = np.zeros((max_quanta + 1, points))
    for n in range(max_quanta + 1):
        lower = np.sqrt(n) * phi[n - 1] if n > 0 else 0.0
        dphi[n] = np.sqrt(frequency / 2) * (lower - np.sqrt(n + 1) * phi[n + 1])
    return x, weight, phi[:-1], dphi


def shell_basis(dimension, max_quanta):
    """All product functions whose total number of quanta is limited."""
    return np.array([q for q in itertools.product(range(max_quanta + 1),
                                                  repeat=dimension)
                     if sum(q) <= max_quanta])


def product_matrix(quanta, factors):
    """Matrix of a product of 1D operators; missing axes carry the identity."""
    size, dimension = quanta.shape
    identity = np.eye(quanta.max() + 1)
    out = np.ones((size, size))
    for axis in range(dimension):
        column = quanta[:, axis]
        out *= factors.get(axis, identity)[column[:, None], column]
    return out


def transition_moments(quanta, tables, bras, ket, origin, sites):
    """<n|sum r|0>, <n|sum p|0>, <n|sum (r-origin) x p|0> for all columns n."""
    x, weight, phi, dphi = tables
    position = (phi * weight * x) @ phi.T
    derivative = (phi * weight) @ dphi.T
    identity = np.eye(len(phi))
    r = np.zeros((bras.shape[1], 3), complex)
    p = np.zeros_like(r)
    ang = np.zeros_like(r)
    left = bras.conj().T
    for electron, site in enumerate(sites):
        first = 3 * electron
        shifted = [position + (site[a] - origin[a]) * identity for a in range(3)]
        for a in range(3):
            b, c = (a + 1) % 3, (a + 2) % 3
            r[:, a] += left @ (product_matrix(quanta, {first + a: shifted[a]}) @ ket)
            p[:, a] += -1j * (left @ (product_matrix(
                quanta, {first + a: derivative}) @ ket))
            curl = product_matrix(quanta, {first + b: shifted[b],
                                           first + c: derivative})
            curl -= product_matrix(quanta, {first + c: shifted[c],
                                            first + b: derivative})
            ang[:, a] += -1j * (left @ (curl @ ket))
    return r, p, ang


def length_strength(r, ang):
    mu, m = -r, -ang / 2
    return np.imag(np.sum(mu.conj() * m, axis=1))


def velocity_strength(p, ang, omega):
    return np.real(np.sum(p.conj() * ang, axis=1)) / (2 * omega)


# ---------------- one electron in a helix of Gaussian wells ----------------
TRAP, BASIS_FREQUENCY, EXPONENT = 0.2, 0.4, 0.3
CENTRES = np.array([[2., 0., -3.], [0., 2., -1.], [-2., 0., 1.], [0., -2., 3.]])
DEPTHS = np.array([0.8, 0.6, 0.6, 0.7])
ORIGIN_A = np.zeros(3)
ORIGIN_B = np.array([10., -10., 5.])
ONE_SITE = [np.zeros(3)]


def solve_helix(max_quanta, handedness=1):
    tables = oscillator_tables(max_quanta, BASIS_FREQUENCY)
    x, weight, phi, dphi = tables
    quanta = shell_basis(3, max_quanta)
    trap_1d = (0.5 * (dphi * weight) @ dphi.T
               + 0.5 * TRAP**2 * (phi * weight * x**2) @ phi.T)
    hamiltonian = sum(product_matrix(quanta, {a: trap_1d}) for a in range(3))
    for centre, depth in zip(CENTRES * [1, 1, handedness], DEPTHS):
        wells = {a: (phi * weight * np.exp(-EXPONENT * (x - centre[a])**2)) @ phi.T
                 for a in range(3)}
        hamiltonian -= depth * product_matrix(quanta, wells)
    energy, states = np.linalg.eigh(hamiltonian)
    return quanta, tables, energy, states


def strengths(model, origin):
    """Excitation energies, moments and both forms of R for all n > 0."""
    quanta, tables, energy, states = model
    r, p, ang = transition_moments(quanta, tables, states[:, 1:], states[:, 0],
                                   origin, ONE_SITE)
    omega = energy[1:] - energy[0]
    return omega, r, p, length_strength(r, ang), velocity_strength(p, ang, omega)


SMALL, LARGE, SHOWN = 3, 18, 5
small, large = solve_helix(SMALL), solve_helix(LARGE)
w_s, r_s, p_s, len_sA, vel_sA = strengths(small, ORIGIN_A)
_, _, _, len_sB, vel_sB = strengths(small, ORIGIN_B)
w_l, r_l, p_l, len_lA, vel_lA = strengths(large, ORIGIN_A)
_, _, _, len_lB, vel_lB = strengths(large, ORIGIN_B)

# Velocity form is origin independent in both bases; length form is not.
assert np.allclose(vel_sA, vel_sB, atol=1e-9)
assert np.allclose(vel_lA[:SHOWN], vel_lB[:SHOWN], atol=1e-9)
shift_small = np.abs(len_sB - len_sA)[:SHOWN]
shift_large = np.abs(len_lB - len_lA)[:SHOWN]
assert shift_small.max() > 1e-3
assert shift_large.max() < 0.05 * shift_small.max()

# Momentum-position relation and agreement of forms, limited by truncation.
relation_error = np.abs(p_l - 1j * w_l[:, None] * r_l)[:SHOWN].max()
relation_error_small = np.abs(p_s - 1j * w_s[:, None] * r_s)[:SHOWN].max()
assert relation_error < 3e-3
assert np.allclose(len_lA[:SHOWN], vel_lA[:SHOWN], atol=3e-3)

# Sum rule: velocity form reaches zero only as the basis becomes complete.
total_absolute = np.abs(len_lA).sum()
assert abs(len_lA.sum()) < 1e-6
assert abs(vel_lA.sum()) < 2e-3 * total_absolute

# Arbitrary complex states: velocity form still origin independent.
rng = np.random.default_rng(7)
size = len(small[0])
bra = rng.normal(size=(size, 1)) + 1j * rng.normal(size=(size, 1))
ket = rng.normal(size=size) + 1j * rng.normal(size=size)
bra, ket = bra / np.linalg.norm(bra), ket / np.linalg.norm(ket)
random_velocity, random_length = [], []
for origin in (ORIGIN_A, ORIGIN_B):
    r, p, ang = transition_moments(small[0], small[1], bra, ket, origin, ONE_SITE)
    random_velocity.append(velocity_strength(p, ang, 1.0)[0])
    # The bra and ket overlap, so the constant part of r is removed here.
    r = r + origin * (bra.conj().T @ ket)[0]
    random_length.append(length_strength(r, ang)[0])
assert abs(random_velocity[0] - random_velocity[1]) < 1e-9
assert abs(random_length[0] - random_length[1]) > 1e-3

# Mirror-image potentials have opposite rotatory strengths.
right = strengths(solve_helix(6, 1), ORIGIN_A)
mirror = strengths(solve_helix(6, -1), ORIGIN_A)
assert np.allclose(right[0][:SHOWN], mirror[0][:SHOWN], atol=1e-9)
assert np.allclose(right[4][:SHOWN], -mirror[4][:SHOWN], atol=1e-7)
assert np.abs(right[4][:SHOWN]).max() > 1e-3


# -------- circular absorption from the full plane-wave matrix element --------
def circular_absorption(model, level, wave_number):
    """Direction average of |<n|eps.p exp(ik.r)|0>|^2 for left, right light."""
    quanta, (x, weight, phi, dphi), _, states = model

    def on_grid(vector, functions):
        tensor = np.zeros((len(phi),) * 3)
        tensor[tuple(quanta.T)] = vector
        return np.einsum('abc,ax,by,cz->xyz', tensor, *functions, optimize=True)

    volume = np.einsum('x,y,z->xyz', weight, weight, weight)
    excited = on_grid(states[:, level], [phi] * 3) * volume
    current = np.array([-1j * excited * on_grid(
        states[:, 0], [dphi if a == b else phi for b in range(3)])
        for a in range(3)])
    nodes, node_weights = np.polynomial.legendre.leggauss(6)
    average = np.zeros(2)
    for cosine, node_weight in zip(nodes, node_weights):
        sine = np.sqrt(1 - cosine**2)
        for angle in 2 * np.pi * np.arange(12) / 12:
            ca, sa = np.cos(angle), np.sin(angle)
            k = wave_number * np.array([sine * ca, sine * sa, cosine])
            e1 = np.array([cosine * ca, cosine * sa, -sine])
            e2 = np.array([-sa, ca, 0.0])
            phase = [np.exp(1j * k[a] * x) for a in range(3)]
            vector = ((current @ phase[2]) @ phase[1]) @ phase[0]
            for index, sign in enumerate((1, -1)):
                amplitude = (e1 + sign * 1j * e2) @ vector / np.sqrt(2)
                average[index] += node_weight / 24 * abs(amplitude)**2
    return average


best = int(np.argmax(np.abs(vel_lA[:SHOWN])))
omega_best = w_l[best]
absorb_left, absorb_right = circular_absorption(large, best + 1,
                                                omega_best / C_LIGHT)
g_direct = 2 * (absorb_left - absorb_right) / (absorb_left + absorb_right)
dipole_velocity = np.sum(np.abs(p_l[best])**2) / omega_best**2
g_formula = 4 * vel_lA[best] / (C_LIGHT * dipole_velocity)
assert abs(g_direct / g_formula - 1) < 1e-3
mean_formula = omega_best**2 * dipole_velocity / 3
assert abs((absorb_left + absorb_right) / 2 / mean_formula - 1) < 1e-3

# ---------------- two electrons: coupled twisted oscillators ----------------
DISTANCE, TWIST = 6.0, np.pi / 4
SITE_FREQUENCIES = np.array([0.28, 0.24, 0.26])
PAIR_BASIS_FREQUENCY, PAIR_QUANTA = 0.26, 5
sites = [np.array([0, 0, -DISTANCE / 2]), np.array([0, 0, DISTANCE / 2])]
turn = np.array([[np.cos(TWIST), -np.sin(TWIST), 0],
                 [np.sin(TWIST), np.cos(TWIST), 0], [0, 0, 1]])
spring = np.diag(SITE_FREQUENCIES**2)
coupling = np.diag([1.0, 1.0, -2.0]) / DISTANCE**3
stiffness = np.block([[spring, coupling], [coupling, turn @ spring @ turn.T]])

pair_tables = oscillator_tables(PAIR_QUANTA, PAIR_BASIS_FREQUENCY)
x, weight, phi, dphi = pair_tables
pair_quanta = shell_basis(6, PAIR_QUANTA)
x_1d = (phi * weight * x) @ phi.T
x2_1d = (phi * weight * x**2) @ phi.T
kinetic_1d = 0.5 * (dphi * weight) @ dphi.T
pair_h = np.zeros((len(pair_quanta),) * 2)
for i in range(6):
    pair_h += product_matrix(pair_quanta,
                             {i: kinetic_1d + 0.5 * stiffness[i, i] * x2_1d})
    for j in range(i):
        if abs(stiffness[i, j]) > 1e-14:
            pair_h += stiffness[i, j] * product_matrix(pair_quanta,
                                                       {i: x_1d, j: x_1d})
pair_energy, pair_states = np.linalg.eigh(pair_h)
r, p, ang = transition_moments(pair_quanta, pair_tables, pair_states[:, 1:],
                               pair_states[:, 0], ORIGIN_A, sites)
pair_omega = pair_energy[1:] - pair_energy[0]
pair_R = length_strength(r, ang)
squared, modes = np.linalg.eigh(stiffness)
mode_omega = np.sqrt(squared)
mode_R = np.array([(sites[1] - sites[0]) @ np.cross(modes[3:, k], modes[:3, k]) / 4
                   for k in range(6)])
assert np.allclose(pair_omega[:6], mode_omega, atol=1e-4)
assert np.allclose(pair_R[:6], mode_R, atol=3e-3)
assert np.abs(mode_R).max() > 0.01
assert abs(pair_R.sum()) < 1e-6

# ------------------------------- output -------------------------------
bohr = const.physical_constants['Bohr radius'][0]
magneton = const.physical_constants['Bohr magneton'][0]
to_cgs = (const.e * bohr * const.c * 1e3) * (2 * magneton * 1e3) * 1e40
print(f"speed of light: {C_LIGHT:.3f} a.u.")
print(f"trap frequency {TRAP}, basis frequency {BASIS_FREQUENCY} hartree")
print(f"well exponent: {EXPONENT} bohr^-2")
for centre, depth in zip(CENTRES, DEPTHS):
    print(f"well centre {centre} bohr, depth {depth} hartree")
print(f"origin A {ORIGIN_A}, origin B {ORIGIN_B} bohr")
print(f"small basis: up to {SMALL} quanta, {len(small[0])} functions")
print(f"large basis: up to {LARGE} quanta, {len(large[0])} functions")
print(f"ground energy, large basis: {large[2][0]:.5f} hartree")
print("Large basis, R in a.u.: n, omega (hartree), length A, length B, velocity")
for n in range(SHOWN):
    print(f"  {n+1} {w_l[n]:.5f} {len_lA[n]:+.5f} {len_lB[n]:+.5f} {vel_lA[n]:+.5f}")
print("Small basis, R in a.u.: n, omega, length A, length B, velocity A, B")
for n in range(SHOWN):
    print(f"  {n+1} {w_s[n]:.5f} {len_sA[n]:+.5f} {len_sB[n]:+.5f} "
          f"{vel_sA[n]:+.5f} {vel_sB[n]:+.5f}")
print(f"largest |P - i omega r|, small basis: {relation_error_small:.2e} a.u.")
print(f"largest |P - i omega r|, large basis: {relation_error:.2e} a.u.")
print(f"sum of R, first {SHOWN} states, large, length: {len_lA[:SHOWN].sum():+.5f} a.u.")
print(f"sum of R, all states, large, length: {len_lA.sum():+.1e} a.u.")
print(f"sum of R, all states, large, velocity: {vel_lA.sum():+.1e} a.u.")
print(f"sum of R, all states, small, velocity: {vel_sA.sum():+.5f} a.u.")
print(f"sum of |R|, all states, large, length: {total_absolute:.5f} a.u.")
print(f"strongest of first {SHOWN}: n = {best+1}, R = {vel_lA[best]:+.5f} a.u.")
print(f"  the same R: {vel_lA[best]*to_cgs:+.2f} x 1e-40 esu^2 cm^2")
print(f"  dipole strength D, velocity form: {dipole_velocity:.5f} a.u.")
print(f"  g from plane waves: {g_direct:+.6e} (no unit)")
print(f"  g from 4R/(cD):     {g_formula:+.6e} (no unit)")
print(f"pair: distance {DISTANCE} bohr, twist {np.degrees(TWIST):.0f} degrees")
print(f"pair: site frequencies {SITE_FREQUENCIES} hartree")
print(f"pair basis: up to {PAIR_QUANTA} quanta, {len(pair_quanta)} functions")
print("Pair: mode, omega (hartree), R diagonalized, R normal-mode (a.u.)")
for k in range(6):
    print(f"  {k+1} {mode_omega[k]:.5f} {pair_R[k]:+.5f} {mode_R[k]:+.5f}")
print(f"pair: sum of R over all states: {pair_R.sum():+.1e} a.u.")
print("checks complete")
```

It prints:

```
speed of light: 137.036 a.u.
trap frequency 0.2, basis frequency 0.4 hartree
well exponent: 0.3 bohr^-2
well centre [ 2.  0. -3.] bohr, depth 0.8 hartree
well centre [ 0.  2. -1.] bohr, depth 0.6 hartree
well centre [-2.  0.  1.] bohr, depth 0.6 hartree
well centre [ 0. -2.  3.] bohr, depth 0.7 hartree
origin A [0. 0. 0.], origin B [ 10. -10.   5.] bohr
small basis: up to 3 quanta, 20 functions
large basis: up to 18 quanta, 1330 functions
ground energy, large basis: 0.00085 hartree
Large basis, R in a.u.: n, omega (hartree), length A, length B, velocity
  1 0.15883 +0.00428 +0.00428 +0.00428
  2 0.26628 -0.02541 -0.02541 -0.02541
  3 0.34620 +0.04136 +0.04137 +0.04136
  4 0.43957 -0.00116 -0.00116 -0.00116
  5 0.45090 -0.03105 -0.03105 -0.03105
Small basis, R in a.u.: n, omega, length A, length B, velocity A, B
  1 0.17039 +0.00040 -0.06725 +0.00349 +0.00349
  2 0.28954 -0.01502 -0.01515 -0.01558 -0.01558
  3 0.36021 +0.02380 +0.12596 +0.02089 +0.02089
  4 0.54321 -0.01898 -0.03221 -0.01877 -0.01877
  5 0.55602 +0.00065 -0.00088 +0.00109 +0.00109
largest |P - i omega r|, small basis: 3.03e-02 a.u.
largest |P - i omega r|, large basis: 1.58e-07 a.u.
sum of R, first 5 states, large, length: -0.01197 a.u.
sum of R, all states, large, length: -2.1e-16 a.u.
sum of R, all states, large, velocity: +5.0e-09 a.u.
sum of R, all states, small, velocity: +0.00100 a.u.
sum of |R|, all states, large, length: 0.14414 a.u.
strongest of first 5: n = 3, R = +0.04136 a.u.
  the same R: +19.50 x 1e-40 esu^2 cm^2
  dipole strength D, velocity form: 1.23871 a.u.
  g from plane waves: +9.747336e-04 (no unit)
  g from 4R/(cD):     +9.747378e-04 (no unit)
pair: distance 6.0 bohr, twist 45 degrees
pair: site frequencies [0.28 0.24 0.26] hartree
pair basis: up to 5 quanta, 462 functions
Pair: mode, omega (hartree), R diagonalized, R normal-mode (a.u.)
  1 0.23225 +0.39228 +0.39228
  2 0.24154 -0.00000 -0.00000
  3 0.24527 -0.70329 -0.70329
  4 0.27539 +0.70329 +0.70329
  5 0.27724 +0.00000 +0.00000
  6 0.28646 -0.39228 -0.39228
pair: sum of R over all states: -1.2e-16 a.u.
checks complete
```
